\section*{Unwanted Holes from a Cosine Voltage Carrying One Electron per Cycle}

\section{Problem}

A contact feeds a ballistic channel in which electrons of one spin move to the right with velocity $v$. Its bias raises the energy of the electrons inside it by
\begin{equation}
eV(t)=eV(1+\cos\omega t),\qquad eV=\hbar\omega,\qquad e>0 .
\end{equation}
The temperature is zero. Energies in the channel are counted from its Fermi level without bias. A hole is a state below this level that is empty just after the contact.

(a) Show that one net electron enters the channel per period.

(b) Find the number $N_h$ of holes emitted per period, first as a series and then in closed form.

(c) The voltage is never negative. Where do the holes come from?

Take a linear spectrum, a voltage drop much shorter than $v/\omega$, and no interaction or relaxation. If the channel carries two independent spin species, all numbers per period double, so ``one electron per cycle'' refers to one spin.

\section{Hints}

\begin{enumerate}
\item Inside the contact the potential is uniform in space. What phase does it add to a plane wave?
\item A periodic phase factor has a Fourier series. Each term shifts the energy by a whole number of quanta $\hbar\omega$.
\item A channel carries $dE/h$ states per unit time in the energy window $dE$. Which shifts leave states below the Fermi level empty?
\item For the closed form, let the ac amplitude be $z\hbar\omega$ with the dc part fixed, and differentiate the series with respect to $z$.
\end{enumerate}

\section{Solution}

\subsection{The phase and the energy ladder}

Let the contact fill $x<0$. The wave function obeys
\begin{equation}
i\hbar\,\partial_t\psi=\left[-i\hbar v\,\partial_x+U(x,t)\right]\psi ,
\end{equation}
with $U=eV(t)$ for $x<0$ and $U=0$ for $x>0$. Inside the contact a solution is
\begin{equation}
\psi=e^{-iE(t-x/v)/\hbar}\,e^{-i\Phi(t)},\qquad
\Phi(t)=\frac1\hbar\int_0^t eV(t')\,dt'=\omega t+\sin\omega t .
\end{equation}
Indeed, $i\hbar\partial_t$ gives $E+eV(t)$ and $-i\hbar v\partial_x$ gives $E$; the difference is the potential energy. Here $E$ is measured from the contact's own Fermi level, which moves with its potential, so the states with $E<0$ are filled.

For $x>0$ the solution depends on $t$ and $x$ through the exit time $s=t-x/v$ alone. Continuity at $x=0$ gives
\begin{equation}
\psi=e^{-iEs/\hbar}\,e^{-i\omega s}\,e^{-i\sin\omega s}.
\end{equation}
With the expansion $e^{-i\sin\theta}=\sum_l J_l(1)e^{-il\theta}$ this becomes
\begin{equation}
\psi=\sum_{l=-\infty}^{\infty}J_l(1)\,e^{-i[E+(1+l)\hbar\omega]s/\hbar}.
\end{equation}
The dc part supplies one quantum and the ac part supplies $l$ quanta, which may be negative. The total gain is $n\hbar\omega$ with $n=1+l$, and its probability is
\begin{equation}
P_n=J_{n-1}(1)^2,\qquad \sum_nP_n=1 .
\end{equation}

\subsection{Counting electrons and holes}

Incoming states of different $E$ are filled independently, so their contributions to the mean occupation add. With the Fermi function $f$, the occupation after the contact is $\sum_nP_nf(E-n\hbar\omega)$. Since the $P_n$ sum to one, the empty fraction is
\begin{equation}
1-\sum_nP_nf(E-n\hbar\omega)=\sum_nP_n\left[1-f(E-n\hbar\omega)\right].
\end{equation}
At zero temperature the bracket equals one for $E>n\hbar\omega$ and zero below. A hole requires $E<0$ as well. Hence $n\ge0$ contributes nothing, and $n<0$ contributes a window of width $|n|\hbar\omega$. During one period $2\pi/\omega$ this window carries
\begin{equation}
\frac{2\pi}{\omega}\,\frac{|n|\hbar\omega}{2\pi\hbar}=|n|
\end{equation}
states. Therefore
\begin{equation}
N_h=\sum_{n<0}|n|P_n,\qquad N_e=\sum_{n>0}nP_n ,
\end{equation}
where $N_e$ counts filled states above the Fermi level in the same way.

For part (a), subtract the two sums:
\begin{equation}
N_e-N_h=\sum_n nP_n=\sum_l(1+l)J_l(1)^2=1 .
\end{equation}
The term linear in $l$ vanishes because $J_{-l}^2=J_l^2$.

For part (b), put $m=1-n$. Negative $n$ means $m\ge2$, with $|n|=m-1$ and $P_n=J_{-m}^2=J_m^2$, so
\begin{equation}
N_h=\sum_{m=2}^{\infty}(m-1)J_m(1)^2 .
\end{equation}
The first three values are $J_2=0.11490$, $J_3=0.019563$ and $J_4=0.0024766$. They give
\begin{equation}
N_h=0.013203+0.000765+0.000018+\cdots=0.013987 .
\end{equation}
The first term is 94\% of the sum. It describes an electron that gives up two quanta to the ac field, gains one from the dc voltage, and ends one quantum lower. Giving up a single quantum merely cancels the dc gain and makes no hole.

\subsection{Closed form}

Let the drive be $\hbar\omega(1+z\cos\omega t)$. The same derivation then holds with $J_m=J_m(z)$, and $N_h(z)=A-B$ with
\begin{equation}
A=\sum_{m\ge2}mJ_m^2,\qquad B=\sum_{m\ge2}J_m^2 .
\end{equation}
The recurrences $2mJ_m=z(J_{m-1}+J_{m+1})$ and $2J_m'=J_{m-1}-J_{m+1}$ give
\begin{equation}
A'=\sum_{m\ge2}2mJ_mJ_m'
=\frac z2\sum_{m\ge2}\left(J_{m-1}^2-J_{m+1}^2\right)
=\frac z2\left(J_1^2+J_2^2\right),
\end{equation}
because all other terms cancel in pairs. Inserting $J_2=2J_1/z-J_0$,
\begin{equation}
A'=\frac z2(J_0^2+J_1^2)-2J_0J_1+\frac{2J_1^2}{z}. \label{target}
\end{equation}
An integral that vanishes at $z=0$, as $A$ does, is
\begin{equation}
A=\frac{z^2}{2}(J_0^2+J_1^2)-\frac z2J_0J_1-J_1^2 .
\end{equation}
To verify it, use $J_0'=-J_1$ and $J_1'=J_0-J_1/z$ on each term:
\begin{align}
\frac{d}{dz}\left[\frac{z^2}{2}(J_0^2+J_1^2)\right]
&=z(J_0^2+J_1^2)+z^2\left(-J_0J_1+J_0J_1-\frac{J_1^2}{z}\right)=zJ_0^2,\\
\frac{d}{dz}\left[-\frac z2J_0J_1\right]
&=-\frac{J_0J_1}{2}+\frac z2J_1^2-\frac z2J_0^2+\frac{J_0J_1}{2}
=\frac z2(J_1^2-J_0^2),\\
\frac{d}{dz}\left[-J_1^2\right]&=-2J_0J_1+\frac{2J_1^2}{z}.
\end{align}
Their sum is Eq.~(\ref{target}). Normalization, $J_0^2+2\sum_{m\ge1}J_m^2=1$, gives
\begin{equation}
B=\frac{1-J_0^2-2J_1^2}{2}.
\end{equation}
In $A-B$ the terms $-J_1^2$ and $+J_1^2$ cancel, leaving
\begin{equation}
N_h(z)=\frac{(1+z^2)J_0^2+z^2J_1^2-zJ_0J_1-1}{2}. \label{closed}
\end{equation}
For the stated drive, $z=1$:
\begin{equation}
N_h=J_0(1)^2+\frac{J_1(1)^2-J_0(1)J_1(1)-1}{2}.
\end{equation}
With $J_0=0.765198$ and $J_1=0.440051$ this is
\begin{equation}
N_h=0.585527+\frac{0.193645-0.336726-1}{2}\approx0.0140 .
\end{equation}
The contact emits on average one hole every 71.5 periods, and $N_e=1.0140$ electrons per period.

\subsection{A check in the time domain}

For integer $n\neq0$,
\begin{equation}
\frac{1-\cos nx}{2\sin^2(x/2)}=\frac{\sin^2(nx/2)}{\sin^2(x/2)}
=\left|\sum_{k=0}^{|n|-1}e^{ikx}\right|^2 ,
\end{equation}
whose average over $0<x<2\pi$ is $|n|$, since the cross terms average to zero. For $n=0$ the left side is zero. Multiply by $P_n$ and sum. With $C(x)=\sum_nP_n\cos nx$,
\begin{equation}
N_e+N_h=\frac1{2\pi}\int_0^{2\pi}\frac{1-C(x)}{2\sin^2(x/2)}\,dx .
\end{equation}
By the Fourier series of $e^{-i\Phi}$, $C(x)$ is also the average over $\theta$ of $\cos[x+\sin(\theta+x)-\sin\theta]$. This form needs no Bessel functions. Numerical averaging gives $1.027974$, in agreement with $1+2N_h$.

\subsection{Why a positive voltage makes holes}

For part (c), suppose that the emitted electrons followed a local Fermi level $eV(t)$. Holes would then appear only while $eV(t)<0$, which never happens for $z\le1$. In this model the whole of $N_h$ at $z=1$ is therefore missing from that picture. The picture assigns an energy to each instant, whereas the energy distribution is set by the Fourier components of $e^{-i\Phi}$ over the whole cycle, and for the cosine drive some of these lower the energy. This depends on the shape of the drive and is not a property of every positive voltage: the periodic Lorentzian train $eV(t)=\hbar\omega\sinh a/(\cosh a-\cos\omega t)$ with $a>0$ also sends one electron per period, but its phase factor contains only gains $n\ge0$, and it makes no holes.

Two limits at fixed dc part show where the local picture fails and where it works. For small $z$, $J_2\approx z^2/8$, so
\begin{equation}
N_h\approx\frac{z^4}{64},
\end{equation}
a two-quantum process. For large $z$, the leading form $J_0^2+J_1^2\approx2/(\pi z)$ in Eq.~(\ref{closed}) gives $N_h\approx z/\pi$. The local picture gives the same leading term: the negative half-cycles carry $(1/2\pi)\int z|\cos\theta|\,d\theta=(1/2\pi)(2z)=z/\pi$ holes. This leading term ignores the dc part, which lowers both counts by about $1/2$. With it kept, the local count is $[\sqrt{z^2-1}-\arccos(1/z)]/\pi$, which gives 2.699 at $z=10$, against $N_h=2.702$ and $z/\pi=3.18$.

\section{Variation 1: a voltage drop of finite length}

\textbf{Question.} The potential falls linearly to zero over a length $d$. How does $N_h$ change for $d=1\,\mu$m, $v=10^5$ m/s and a drive frequency of 10 GHz?

\textbf{Solution.} Let $s$ be the time at which an electron enters the drop, $\tau=d/v$ its transit time, and $u(x)$ the potential profile. The phase is $\Phi(s)=\hbar^{-1}\int_{t_0}^{\infty}u(v(t'-s))\,eV(t')\,dt'$, where $t_0$ is a fixed time before the electron enters the drop. Differentiating $u$ with respect to $s$ gives $-vu'$, which equals $1/\tau$ inside the drop and zero elsewhere. Thus
\begin{equation}
\frac{d\Phi}{ds}=\frac1{\hbar\tau}\int_s^{s+\tau}eV(t')\,dt'
=\omega\left[1+\frac{\sin(\omega\tau/2)}{\omega\tau/2}\cos\omega\!\left(s+\frac\tau2\right)\right].
\end{equation}
The electron responds to the voltage averaged over its transit. The dc part is unchanged, and the ac strength becomes $z=\sin(\omega\tau/2)/(\omega\tau/2)$.

Here $\tau=10$ ps, $\omega\tau=0.628$ and $z=0.9836$. Equation~(\ref{closed}) gives $N_h=0.01314$, which is about 6\% below the short-drop value. The size of the change is close to what the small-$z$ law suggests: $z$ falls by 1.6\%, and four times this is 6.5\%. A wave packet propagated numerically through the same linear drop gives 0.01315.

\section{Variation 2: a finite temperature}

\textbf{Question.} How many holes pass per period at 20 mK and $f=\omega/2\pi=10$ GHz, with a short drop?

\textbf{Solution.} Put $\Theta=k_BT/hf$ and $\epsilon=E/hf$. The empty fraction now contains $1-f=[1+e^{-(\epsilon-n)/\Theta}]^{-1}$, whose integral over $\epsilon$ is $\Theta\ln[1+e^{(\epsilon-n)/\Theta}]$. Taken from $-\infty$ to 0,
\begin{equation}
N_h(T)=\Theta\sum_nP_n\ln\left(1+e^{-n/\Theta}\right).
\end{equation}
Without drive, $P_0=1$ and the number is $\Theta\ln2$. For $\Theta\ll1$ the terms with $n<0$ approach $|n|P_n$, those with $n>0$ are exponentially small, and
\begin{equation}
N_h(T)\approx N_h(0)+P_0\,\Theta\ln2 .
\end{equation}
At 20 mK, $\Theta=0.0417$. The undriven channel carries $0.0289$ thermal holes per period. The driven one carries $0.0140+0.1936\times0.0289=0.0196$, fewer than at rest. The drive raises most electrons by at least one quantum, which fills the thermal vacancies near the Fermi level. The total hole number at this temperature therefore does not isolate the 0.0140 holes of the ideal problem. The undriven thermal number alone equals 0.0140 at 9.7 mK.

\section{The numbers beside a real edge channel}

The values used in the variations are roughly those of a GaAs/AlGaAs quantum Hall edge at filling one; 20 mK is a cold electron temperature, and the 1 $\mu$m drop is an assumed length. The condition $eV=hf$ requires a dc voltage of 41.4 $\mu$V. The mean current is $ef=1.60$ nA, and the ideal hole rate is $1.4\times10^8$ per second. For an electron density of $2\times10^{11}$ cm$^{-2}$, filling one occurs at 8.3 T. With $|g|=0.44$ and an effective mass of 0.067 electron masses, the peak potential energy $2eV=0.083$ meV lies below the bare spin splitting, 0.21 meV, and the cyclotron energy, 14 meV. The peak is not a strict limit on the emitted energies: in the ideal problem 0.014 electrons per period leave with more than $2eV$, but fewer than $10^{-7}$ exceed the spin splitting. This makes the use of one channel plausible, although the distance to the next level also depends on the position of the Fermi level. For the assumed $d$ and $v$, temperature matters more than the drop: it changes the hole count from 0.0140 to 0.0196, whereas the finite drop lowers it by 6\%. This order depends on the transit time: the same drop lowers the count by 22\% at $v=5\times10^4$ m/s and by about 80\% at $2\times10^4$ m/s. Coulomb interactions and relaxation can redistribute energy after emission. They may also act within the drop itself. Their effect is not estimated, so the numbers here describe only the model without interactions or relaxation. Further values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
IDEAL RESULT, per period and spin channel
J_0(1) = 0.76519769
J_1(1) = 0.44005059
J_2(1) = 0.11490348
J_3(1) = 0.01956335
J_4(1) = 0.00247664
series term m=2: 0.01320281 holes
series term m=3: 0.00076545 holes
series term m=4: 0.00001840 holes
series sum N_h = 0.01398691 holes
closed form N_h = 0.01398691 holes
electrons N_e = 1.01398691
periods per hole = 71.50
INDEPENDENT COUNTS
Fermi sea: holes = 0.01398691, electrons = 1.01398691
double time average: electrons + holes = 1.02797383
wave packet: holes = 0.013974
packet P(-2) = 0.000382; Bessel = 0.000383
packet P(-1) = 0.013191; Bessel = 0.013203
packet P(+0) = 0.193572; Bessel = 0.193645
packet P(+1) = 0.585698; Bessel = 0.585527
packet P(+2) = 0.193572; Bessel = 0.193645
packet P(+3) = 0.013191; Bessel = 0.013203
GaAs EDGE EXAMPLE, rough typical inputs
frequency = 10.0 GHz; temperature = 20.0 mK
density = 2.0e11 cm^-2; velocity = 1.0e+05 m/s
drop length = 1.0 um; |g| = 0.44; m*/m = 0.067
dc voltage V = 41.357 uV; peak = 82.713 uV
mean current = 1.6022 nA
hole rate = 139.87 million per second
NEGLECTED EFFECTS
k_B T / hf = 0.04167
thermal holes per period, no drive = 0.02889
all holes per period, driven at T = 0.01958
thermal holes equal N_h at T = 9.68 mK
transit time = 10.00 ps; omega tau = 0.6283
ac strength after finite drop z = 0.98363
holes with finite drop: formula 0.013140, packet 0.013147
relative change from finite drop = -6.05 percent
magnetic field at filling one = 8.271 T
peak energy 2eV = 0.0827 meV
bare spin splitting = 0.2107 meV
cyclotron energy = 14.29 meV
\end{verbatim}
